# Equilibrium angles of a solder drop at a pad edge

A drop of molten solder rests on a flat, rigid, smooth plane. Part of the plane is a metal pad. The rest is solder mask, whose top surface is level with the pad. The contact line, where solder, solid and surrounding gas or flux meet, lies along the smooth outline of the pad. The problem asks which angles the solder surface can make with the plane when the line stays there.

The apparent angle $\theta$ is measured through the liquid, between the plane and the free surface, with $0<\theta<180^\circ$. The liquid has surface tension $\gamma$ and fixed volume $V$. The dry solid has energy $\gamma_{sv}$ per area and the wetted solid $\gamma_{sl}$, with different values on pad ($p$) and mask ($m$). Each material has a Young angle defined by
$$\gamma_{sv,i}-\gamma_{sl,i}=\gamma\cos\theta_i,\qquad i=p,m .$$
The pad is the better wetted material, so $\theta_p<\theta_m$. Gravity, chemical reaction and contact-angle hysteresis are left out until part (f).

## (a) The energy

**Write the energy of the drop in terms of its free area $A$ and the wetted areas $S_p$ and $S_m$.**

*Solution.* Let the pad have total area $P$. Its wetted part contributes $\gamma_{sl,p}S_p$ and its dry part $\gamma_{sv,p}(P-S_p)$. The sum is
$$\gamma_{sv,p}P-(\gamma_{sv,p}-\gamma_{sl,p})S_p=\text{const}-\gamma\cos\theta_p\,S_p .$$
The mask contributes in the same way. With the free surface included, and constants dropped,
$$E=\gamma\left[A-\cos\theta_p\,S_p-\cos\theta_m\,S_m\right].$$
Wetting a material with $\theta_i<90^\circ$ lowers the solid's part of the energy, and wetting one with $\theta_i>90^\circ$ raises it.

## (b) How the free area changes

**Move the contact line outward in the plane by a small distance $\eta(s)$, where $s$ is arc length along the line; negative $\eta$ means inward. Find the first-order change of $A$ at constant volume.**

*Solution.* Give each point of the free surface a small displacement $\mathbf X$. At one point let $\mathbf e_1,\mathbf e_2$ be perpendicular unit tangents and $\mathbf N=\mathbf e_1\times\mathbf e_2$ the normal pointing out of the liquid. The displacement turns $\mathbf e_i$ into $\mathbf e_i+\partial_i\mathbf X$. A unit area becomes, to first order, the component along $\mathbf N$ of
$$(\mathbf e_1+\partial_1\mathbf X)\times(\mathbf e_2+\partial_2\mathbf X).$$
Since $\mathbf e_2\times\mathbf N=\mathbf e_1$ and $\mathbf N\times\mathbf e_1=\mathbf e_2$, this component is
$$1+\mathbf e_1\cdot\partial_1\mathbf X+\mathbf e_2\cdot\partial_2\mathbf X\equiv 1+\nabla_S\cdot\mathbf X .$$
Hence $\delta A=\int\nabla_S\cdot\mathbf X\,dA$.

Now split $\mathbf X=\mathbf X_T+\xi\mathbf N$ into tangential and normal parts. Because $\mathbf e_i\cdot\mathbf N=0$, the derivatives of $\xi$ drop out of the normal part:
$$\nabla_S\cdot(\xi\mathbf N)=\xi\,\nabla_S\cdot\mathbf N\equiv\xi\kappa .$$
The divergence theorem on the surface turns the tangential part into a line integral, so
$$\delta A=\int\kappa\,\xi\,dA+\oint\mathbf X\cdot\boldsymbol\nu\,ds .$$
Here $\boldsymbol\nu$ is the unit vector that is tangent to the free surface, perpendicular to the line, and points out of the surface.

The free surface must already be in equilibrium when the line is held still. Then $\int\kappa\xi\,dA=0$ for every $\xi$ with $\int\xi\,dA=0$, which requires $\kappa$ to be constant. For a sphere of radius $R_s$, $\kappa=2/R_s$. The volume changes by $\delta V=\int\xi\,dA$, since the base slides within its own plane and sweeps out no volume. The first term is therefore $\kappa\,\delta V=0$. A given $\eta$ can always be combined with a small bulge elsewhere on the surface to keep the volume fixed.

For the line term, let $\mathbf n$ be the outward horizontal normal to the line and $\mathbf z$ the upward vertical. Continued past the line, the free surface would run downward into the solid:
$$\boldsymbol\nu=\cos\theta\,\mathbf n-\sin\theta\,\mathbf z .$$
With $\mathbf X=\eta\,\mathbf n$ at the line,
$$\delta A=\oint\eta\cos\theta\,ds .$$
For $\theta>90^\circ$ the free area shrinks when the line moves outward.

## (c) The equilibrium condition

**Find $\delta E$, and from it every $\theta$ for which no small displacement of the line lowers the energy at first order.**

*Solution.* The two directions of motion involve different materials. Define $\eta_+=\max(\eta,0)$ and $\eta_-=\max(-\eta,0)$, so that $\eta=\eta_+-\eta_-$. Outward motion wets mask and inward motion uncovers pad:
$$\delta S_m=\oint\eta_+\,ds,\qquad \delta S_p=-\oint\eta_-\,ds .$$
Insert these and $\delta A$ into the energy:
$$\delta E=\gamma\oint\left[\cos\theta(\eta_+-\eta_-)+\cos\theta_p\,\eta_--\cos\theta_m\,\eta_+\right]ds,$$
$$\delta E=\gamma\oint\left[(\cos\theta-\cos\theta_m)\,\eta_++(\cos\theta_p-\cos\theta)\,\eta_-\right]ds .$$

If both brackets are non-negative all along the line, then $\delta E\ge0$ for every displacement. Conversely, if one bracket is negative at some point, a displacement confined to the neighbourhood of that point, with the matching sign, gives $\delta E<0$. Equilibrium therefore requires $\cos\theta_m\le\cos\theta\le\cos\theta_p$. The cosine decreases between $0$ and $180^\circ$, so this is
$$\boxed{\theta_p\le\theta\le\theta_m}$$
at each point of the line. Every angle in the interval satisfies the condition, and none outside it does.

On a uniform surface, $\eta$ and $-\eta$ give opposite energy changes, so the derivative must vanish and one angle survives. Setting $\theta_p=\theta_m$ recovers that case. At the edge the energy has a kink. Its two slopes are resistances per length of line,
$$f_{\rm out}=\gamma(\cos\theta-\cos\theta_m),\qquad f_{\rm in}=\gamma(\cos\theta_p-\cos\theta),$$
and their sum $\gamma(\cos\theta_p-\cos\theta_m)$ does not depend on $\theta$. The apparent angle only divides this sum between the two directions. At an end of the interval one resistance is zero, and first order alone no longer shows whether the energy rises; part (d) settles this among concentric spherical caps.

The order of the materials matters. If the mask were wetted better than the pad, an angle strictly between the two Young angles would make both resistances negative, and the line would leave the edge in either direction.

The formula was tested on a three-dimensional drop on a round pad of radius $R$, with $\theta_p=30^\circ$ and $\theta_m=150^\circ$. The line was displaced to $r=R[1+\varepsilon g(\phi)]$, the volume was restored by a bulge, and the areas were integrated numerically. For $g=1+\tfrac12\cos2\phi$ and $\theta=113.07^\circ$ the formula gives $2\pi(-0.3918+0.8660)=2.98$ for $dE/d\varepsilon$ in units of $\gamma R^2$, and the integration gives 2.9796. Outside the interval the sign changes as it should: an inward displacement at $20^\circ$ gives $-0.4629$, and an outward one at $165^\circ$ gives $-0.6277$.

## (d) Which angle a round pad selects

**The pad is a disk of radius $R$ and the drop is a spherical cap. Find how the volume fixes $\theta$, and show what happens for finite changes of the base radius $a$.**

*Solution.* Let the cap have height $h$ and sphere radius $R_s$. Since $R_s=a/\sin\theta$,
$$h=R_s(1-\cos\theta)=a\,\frac{1-\cos\theta}{\sin\theta}=a\,t,\qquad t=\tan\frac\theta2 .$$
At depth $z$ below the top the cross-section has squared radius $2R_sz-z^2$. At $z=h$ this equals $a^2$, so $R_s=(a^2+h^2)/(2h)$. Therefore
$$V=\pi\int_0^h(2R_sz-z^2)\,dz=\pi\left(R_sh^2-\frac{h^3}{3}\right)=\frac{\pi h(3a^2+h^2)}{6}=\frac{\pi a^3}{6}\,t(3+t^2).$$
A spherical zone of height $dz$ has area $2\pi R_s\,dz$, so
$$A=2\pi R_sh=\pi(a^2+h^2)=\pi a^2(1+t^2).$$

A solder ball of diameter $d$ has $V=\pi d^3/6$. With the line at the edge, $a=R$ and
$$t(3+t^2)=\left(\frac dR\right)^3 .$$
The left side rises steadily with $t$, so each ball size gives one angle. The interval in (c) is thus a range of possible equilibria, from which volume and pad size select one.

Now vary $a$ at fixed $V$. The product $a^3(3t+t^3)$ is constant, hence
$$3a^2(3t+t^3)+3a^3(1+t^2)\frac{dt}{da}=0\quad\Rightarrow\quad\frac{dt}{da}=-\frac{t(3+t^2)}{a(1+t^2)} .$$
The angle falls as the base widens. For the free area,
$$\frac{dA}{da}=2\pi a(1+t^2)+2\pi a^2t\frac{dt}{da}=2\pi a\,\frac{(1+t^2)^2-t^2(3+t^2)}{1+t^2}.$$
The numerator is $1+2t^2+t^4-3t^2-t^4=1-t^2$, and $(1-t^2)/(1+t^2)=\cos\theta$. So $dA/da=2\pi a\cos\theta$, in agreement with (b), and
$$\frac{dE}{da}=2\pi a\gamma\times\begin{cases}\cos\theta(a)-\cos\theta_p,&a<R,\\ \cos\theta(a)-\cos\theta_m,&a>R.\end{cases}$$

Suppose $\theta_p\le\theta(R)\le\theta_m$. For $a<R$ the angle exceeds $\theta(R)$, hence exceeds $\theta_p$, and $dE/da<0$. For $a>R$ the angle is below $\theta_m$, and $dE/da>0$. The pinned cap is then the lowest in energy of all concentric caps of that volume, with the end angles included.

If $\theta(R)<\theta_p$, the energy minimum moves to the radius $a<R$ at which $\theta=\theta_p$. If $\theta(R)>\theta_m$, it moves out onto the mask, where $\theta=\theta_m$.

## (e) A 300 µm solder ball

**Take $R=150$ µm, $d=300$ µm, $\gamma=500$ mN/m, $\theta_p=30^\circ$ and $\theta_m=150^\circ$. Find the apparent angle, the two resistances, the energy cost of moving the line by 1 µm, and the range of ball sizes that stay pinned.**

*Solution.* Here $(d/R)^3=8$. The root of $t(3+t^2)=8$ is $t=1.5127$, which gives $\theta=113.1^\circ$, inside the interval. With $\cos\theta=-0.3918$,
$$f_{\rm out}=500(-0.3918+0.8660)=237\ \text{mN/m},$$
$$f_{\rm in}=500(0.8660+0.3918)=629\ \text{mN/m}.$$
The line is held more weakly against spreading than against retreat, because $\cos\theta$ lies nearer to $\cos\theta_m$ than to $\cos\theta_p$.

For a uniform outward step of 1 µm the linear estimate is
$$2\pi(150\times10^{-6}\,\text{m})(0.2371\,\text{N/m})(10^{-6}\,\text{m})=0.223\ \text{nJ}.$$
The energy difference between the two caps is 0.226 nJ. It is larger because both the circumference and $\cos\theta$ grow during the step. For an inward step both values round to 0.593 nJ: the shrinking circumference nearly offsets the growing resistance.

The limiting ball sizes follow from $d=R[t(3+t^2)]^{1/3}$ with $t=\tan15^\circ$ and $t=\tan75^\circ$. They are 141 µm and 597 µm. A factor of about four in diameter fits between them, at fixed pad radius and Young angles. A direct search for the base radius of lowest energy gives:

| Ball diameter (µm) | Base radius (µm) | Angle (°) |
|---:|---:|---:|
| 100 | 106.7 | 30.0 |
| 150 | 150.0 | 35.7 |
| 300 | 150.0 | 113.1 |
| 450 | 150.0 | 138.9 |
| 700 | 175.8 | 150.0 |

In the middle rows the radius is fixed and the angle adapts. In the first and last rows the angle is fixed and the radius adapts.

## (f) Where the idealizations matter

**Examine a pad edge of finite width, gravity, small changes of volume, and a mask that stands above the pad. Compare the example with real solder.**

*Solution.* *Finite edge.* Let $\cos\theta_Y$ of the local Young angle fall linearly from $\cos\theta_p$ to $\cos\theta_m$ across a strip of width $w$ centred on $R$. The line rests where $\cos\theta(a)=\cos\theta_Y(a)$. This is a minimum, because $\cos\theta(a)$ rises with $a$ while $\cos\theta_Y$ falls, so $dE/da$ passes from negative to positive. If $\theta$ hardly changes across the strip, the line sits at the fraction $f_{\rm in}/(f_{\rm in}+f_{\rm out})=628.9/866.0=0.726$ of the width, or $0.226w$ outside the centre. Energy minimization gives 0.448 µm for $w=2$ µm and 0.225 µm for $w=1$ µm. The kink is thus the narrow limit of an ordinary Young equilibrium.

*Gravity.* For density $\rho$ and gravitational acceleration $g$, the weight adds $\rho g\int z\,\xi\,dA$ to $\delta E$. Equilibrium with a fixed line now makes $\gamma\kappa+\rho gz$ constant over the surface. That constant multiplies $\delta V=0$, and the line terms are unchanged. The interval still holds for the actual angle at the line. With $\rho=7000$ kg/m³ the ratio $\rho gR^2/\gamma$ is 0.003, and the angle rises by 0.07°.

*Volume.* At fixed $R$, $dV/dt=\tfrac12\pi R^3(1+t^2)$ and $d\theta/dt=2/(1+t^2)$. Hence
$$\frac{d\theta}{d\ln V}=\frac{4V}{\pi R^3(1+t^2)^2}.$$
In the example this is 0.49 rad, so one per cent more solder adds about 0.28°. A swelling of 4 % on heating and melting adds 1.1°. Losing solder equal to a 3 µm film over the pad removes 0.4°.

*Raised mask.* Let the mask rise as a vertical wall around the pad, with the recess full and the line on the upper rim. Outward motion still runs over mask, so the upper limit stays $\theta_m$. Inward motion now goes down the wall. For a descent $\delta>0$, $\mathbf X=-\delta\,\mathbf z$ and $\mathbf X\cdot\boldsymbol\nu=\delta\sin\theta$. Uncovering wall adds $\gamma\cos\theta_m\,\delta$ per length, so
$$\delta E=\gamma\oint(\sin\theta+\cos\theta_m)\,\delta\,ds .$$
For $\theta\le90^\circ$ and $\theta_m>90^\circ$ this is non-negative when $\sin\theta\ge-\cos\theta_m=\sin(\theta_m-90^\circ)$, that is, $\theta\ge\theta_m-90^\circ$. For $\theta>90^\circ$ the surface overhangs the mask and cannot pass through it, so this formula does not apply. The line can then descend only if the surface runs up along the wall and bends round the rim. That adds free area $\delta$ per length and costs $\gamma(1+\cos\theta_m)\,\delta>0$. The lower limit in the example becomes 60° instead of 30°. A 10 µm step also takes up solder in the recess and reduces the apparent angle by 1.5°.

*Real solder.* The inputs are rough typical values for molten tin-based solder on fluxed copper with a polymer mask. The assumed sizes of swelling, reaction loss, edge width and mask step are rough too. Taken one at a time, these effects and gravity give angle shifts whose magnitudes add up to 3.3°. The example lies 83° above the pad limit and 37° below the mask limit, so it stays pinned in this model. In the example, the raised mask moves the lower limit by 30° but the angle by only 1.5°. While the line stays on the upper rim, the angle changes more for smaller balls or higher steps, where the recess takes a larger share of the solder. With the 10 µm step and the 60° limit, the smallest ball held at the rim has a diameter of about 199 µm, instead of 141 µm for a level mask. Real surfaces also show hysteresis: the line advances over mask only above an advancing angle and retreats over pad only below a receding angle. These two angles then replace $\theta_m$ and $\theta_p$ and widen the interval. The 100 µm ball of the table then no longer has a single base radius. Solder spreading from a small spot stops at the pad's advancing angle, so it reaches 106.7 µm only if that angle is 30°; an advancing angle of 40° would give 96 µm. Solder that already covers the pad need not retreat to either radius. A joint squeezed between chip and board is not a spherical cap, so (d) and (e) do not apply to it, while the local condition in (c) does, provided pad and mask are level. The edge geometry changes the limits. If the copper pad stands above its surroundings with a bare vertical side, outward motion wets that side, and $\delta E=\gamma\oint(\sin\theta-\cos\theta_p)\,\delta\,ds$ for $\theta\ge90^\circ$. The upper limit is then $\theta_p+90^\circ=120^\circ$, only 7° above the example.

Further values are in the numerical output below.

## Computed values

```
INPUTS (rough typical values)
pad radius: 150 um
ball diameter: 300 um
surface tension: 500 mN/m
liquid density: 7000 kg/m^3
pad Young angle: 30 deg
mask Young angle: 150 deg
PINNED DROP
solder volume: 14.13717 mm^3 x 1e-3
(d/R)^3: 8.0000
t = tan(theta/2): 1.5127
apparent angle: 113.07 deg
cosines pad, apparent, mask: 0.8660, -0.3918, -0.8660
resistance to outward motion: 237.1 mN/m
resistance to inward motion: 628.9 mN/m
1 um outward, direct and linear: 0.2264, 0.2235 nJ
1 um inward, direct and linear: 0.5929, 0.5927 nJ
smallest pinned ball diameter: 140.6 um
largest pinned ball diameter: 597.4 um
BALL DIAMETER (um), BASE RADIUS (um), ANGLE (deg), by energy search
 100   106.71    30.00
 150   150.00    35.72
 200   150.00    68.72
 300   150.00   113.07
 450   150.00   138.91
 700   175.75   150.00
ENERGY SLOPES / (gamma R^2): angle (deg), mixed, outward, inward
  20.00    5.3925   11.3457   -0.4629
  30.00    5.2536   10.8828    0.0000
  60.00    4.5637    8.5830    2.2998
 113.07    2.8827    2.9796    7.9032
 140.00    2.1772    0.6282   10.2546
 150.00    1.9888   -0.0000   10.8828
 165.00    1.8005   -0.6277   11.5105
largest slope error against formula: 4.7e-06 gamma R^2
NEGLECTED EFFECTS: change of apparent angle
Bond number: 0.00309 (dimensionless)
gravity: +0.073 deg
4 % swelling on heating and melting: +1.098 deg
loss of a 3 um solder film to reaction: -0.429 deg
2 um wide pad-mask transition: -0.253 deg
10 um raised mask, recess filled: -1.468 deg
sum of magnitudes: 3.32 deg
line offset in 2 um transition: +0.448 um
line offset in 1 um transition: +0.225 um
lower angle limit on a raised vertical rim: 60.0 deg
margin to pad limit: 83.07 deg
margin to mask limit: 36.93 deg
```
